**Time lag of a two-layer hydrogen membrane in both orientations**

For linear diffusion, Sieverts solubility and local interface equilibrium, the downstream lag is $L=\tau_A(1/2-r_A/3)+\tau_B(1/2-r_B/3)$ in either orientation. Here $\tau_i=l_i^2/D_i$, and $r_i$ is the share of layer $i$ in the total resistance $\sum l_i/(D_iK_i)$, with thickness $l_i$, diffusivity $D_i$ and Sieverts constant $K_i$. The program asserts agreement of this formula with finite-volume transients for two bilayers in both orientations, and with a symbolic expansion of the Laplace-domain transfer function. For the nickel–copper example it also asserts the outlet flux curves against numerical Laplace inversion, the steady inventories and the downstream exit shares. The output gives a lag of 76.55 s for both orientations, although the inventories differ by a factor of about 21. A smoothly mixed interface changes the common lag to 69.88 s. Deep saturable traps in the nickel break the symmetry, giving 92.2 s with nickel first and 142.3 s with copper first. With the assumed finite surface rates and pumping speed, each lag stays within 2 % of the ideal value, as asserted.

## Program and output

```python
# Result under test: the downstream permeation time lag of a two-layer hydrogen
# membrane is the same in both orientations,
#   lag = tauA*(1/2 - rA/3) + tauB*(1/2 - rB/3),
# tau = l^2/D, r = share of the layer in the total resistance sum of l/(D*K).
# l thickness, D diffusivity, K Sieverts constant (c = K*u), u = sqrt(pressure).
# Storage may include saturable traps: S(u) = K*u + N*b*u/(1 + b*u).
# The transients are finite-volume solutions of the diffusion equation.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import solve_ivp, quad, cumulative_trapezoid
from scipy.constants import R as GAS, N_A, k as KB, e as QE, pi

T = 600.0
p0 = 1.0e5
u0 = np.sqrt(p0)
# layer: thickness (m), D (m2/s), K (mol m-3 Pa-1/2), trap density N, trap constant b
ni = (200e-6, 2.5e-10, 2.0e-2, 0.0, 0.0)
cu = (50e-6, 4.0e-10, 3.0e-4, 0.0, 0.0)
curve_times = [20.0, 50.0, 100.0, 200.0]
late_times = [2000.0, 3000.0]


def make_cells(layers, n=80):
    return np.array([(l / n, D, K, N, b) for l, D, K, N, b in layers
                     for _ in range(n)]).T


def surface_root(g, a, c):
    """Positive root of a*u^2 + g*u = c."""
    c = max(c, 0.0)
    return 2 * c / (g + np.sqrt(g * g + 4 * a * c))


def transient(cells, u_in=u0, a_in=None, a_out=None, start=None):
    """Solve the transient; a_in, a_out are optional surface rate constants."""
    dx, D, K, N, b = cells
    half = dx / (2 * D * K)
    between = half[:-1] + half[1:]
    scale = u0 / (2 * half.sum())

    def fluxes(u):
        us, ul = u_in, 0.0
        if a_in is not None:
            g = 1 / half[0]
            us = surface_root(g, a_in, a_in * u_in**2 + g * u[0])
        if a_out is not None:
            g = 1 / half[-1]
            ul = surface_root(g, a_out, g * u[-1])
        return np.concatenate(([(us - u[0]) / half[0]],
                               (u[:-1] - u[1:]) / between,
                               [(u[-1] - ul) / half[-1]]))

    def rates(t, y):
        u = y[:-1]
        J = fluxes(u)
        capacity = K + N * b / (1 + b * u)**2
        return np.append((J[:-1] - J[1:]) / (dx * capacity), J[-1] / scale)

    y0 = np.zeros(len(dx) + 1)
    if start is not None:
        y0[:-1] = start
    sol = solve_ivp(rates, (0, late_times[-1]), y0, method="LSODA",
                    t_eval=curve_times + late_times, rtol=1e-8, atol=1e-8,
                    lband=1, uband=1)
    assert sol.success
    released = sol.y[-1] * scale
    curve = np.array([fluxes(sol.y[:-1, i])[-1] for i in range(len(curve_times))])
    return released, curve, sol.y[:-1, -1]


def late_line(released):
    """Steady flux and time intercept of the late straight line."""
    slope = (released[-1] - released[-2]) / (late_times[1] - late_times[0])
    return slope, late_times[1] - released[-1] / slope


def resistance(layer):
    return layer[0] / (layer[1] * layer[2])


def lag_formula(A, B):
    total = resistance(A) + resistance(B)
    return sum(x[0]**2 / x[1] * (0.5 - resistance(x) / total / 3) for x in (A, B))


def lag_storage(layers):
    """Lag for general local storage, by quadrature over the steady profile."""
    total = sum(resistance(x) for x in layers)
    passed, result = 0.0, 0.0
    for x in layers:
        l, D, K, N, b = x

        def integrand(f):
            W = 1 - (passed + f * resistance(x)) / total
            u = u0 * W
            return (K * u + N * b * u / (1 + b * u)) * (1 - W)
        result += l * quad(integrand, 0, 1, epsabs=0, epsrel=1e-10)[0]
        passed += resistance(x)
    return result * total / u0


def laplace_flux(layers, t):
    """Flux over steady flux from the product of layer transfer matrices."""
    total = sum(resistance(x) for x in layers)

    def image(s):
        M = mp.eye(2)
        for l, D, K, N, b in layers:
            q = mp.sqrt(s / D)
            M = M * mp.matrix([[mp.cosh(q * l), mp.sinh(q * l) / (D * K * q)],
                               [D * K * q * mp.sinh(q * l), mp.cosh(q * l)]])
        return total / (s * M[0, 1])
    return float(mp.invertlaplace(image, t, method="talbot"))


orders = {"Ni first": (ni, cu), "Cu first": (cu, ni)}
R_total = resistance(ni) + resistance(cu)
J_s = u0 / R_total
lag = lag_formula(ni, cu)

# Symbolic expansion of the transfer function at small Laplace variable w^2
w, a1, a2, R1, R2 = sp.symbols("w a1 a2 R1 R2", positive=True)
B = (R2 * sp.cosh(w * a1) * sp.sinh(w * a2) / (w * a2)
     + R1 * sp.cosh(w * a2) * sp.sinh(w * a1) / (w * a1))
series = sp.expand(sp.series(B, w, 0, 4).removeO())
symbolic_lag = series.coeff(w, 2) / series.coeff(w, 0)
claimed = (a1**2 * (sp.Rational(1, 2) - R1 / (R1 + R2) / 3)
           + a2**2 * (sp.Rational(1, 2) - R2 / (R1 + R2) / 3))
assert sp.simplify(symbolic_lag - claimed) == 0

print(f"Temperature {T:.0f} K, upstream pressure {p0:.0f} Pa, u0 {u0:.2f} Pa^0.5")
for name, x in (("Ni", ni), ("Cu", cu)):
    print(f"{name}: thickness {x[0]*1e6:.0f} um, D {x[1]:.2e} m2/s,"
          f" K {x[2]:.2e} mol m-3 Pa-0.5")
    print(f"{name}: tau {x[0]**2/x[1]:.3f} s, resistance {resistance(x):.4e}"
          f" m2 s Pa^0.5/mol, share {resistance(x)/R_total:.5f}")
print(f"Steady flux (H atoms) {J_s:.4e} mol m-2 s-1")
print(f"Time lag from formula {lag:.3f} s = {lag/60:.3f} min")
single = [x[0]**2 / (6 * x[1]) for x in (ni, cu)]
print(f"Single-layer lags: Ni {single[0]:.3f} s, Cu {single[1]:.3f} s,"
      f" sum {sum(single):.3f} s")
D_app = (ni[0] + cu[0])**2 / (6 * lag)
print(f"Apparent D if read as one uniform slab {D_app:.3e} m2/s")

curves = {}
for name, layers in orders.items():
    cells = make_cells(layers)
    released, curve, u_end = transient(cells)
    flux, lag_num = late_line(released)
    coarse = late_line(transient(make_cells(layers, 40))[0])[1]
    assert abs(lag_num / lag - 1) < 1e-3
    assert abs(flux / J_s - 1) < 1e-5
    curves[name] = curve / J_s
    inverse = np.array([laplace_flux(layers, t) for t in curve_times])
    assert np.max(np.abs(curves[name] - inverse)) < 1e-3
    first, second = layers
    r1, r2 = resistance(first) / R_total, resistance(second) / R_total
    stored = u0 * (first[2] * first[0] * (1 - r1 / 2) + second[2] * second[0] * r2 / 2)
    assert abs(np.sum(cells[0] * cells[2] * u_end) / stored - 1) < 1e-4
    print(f"{name}: transient lag {lag_num:.3f} s, shift from 40 to 80 cells"
          f" per layer {lag_num-coarse:.1e} s")
    print(f"{name}: interface u/u0 {r2:.5f}, inventory {stored:.4e} mol/m2")
    print(f"{name}: inventory/flux {stored/J_s:.2f} s,"
          f" inlet offset/flux {stored/J_s-lag:.2f} s")
    # Exit share of hydrogen released in one cell near the middle of the nickel
    index = 40 if first is ni else 120
    pulse = np.zeros(cells.shape[1])
    pulse[index] = u0
    out = transient(cells, u_in=0.0, start=pulse)[0][-1]
    share = out / (cells[0][index] * cells[2][index] * u0)
    cell_res = cells[0] / (cells[1] * cells[2])
    expected = (cell_res[:index].sum() + cell_res[index] / 2) / R_total
    assert abs(share - expected) < 1e-4
    print(f"{name}: share leaving downstream from mid-Ni {share:.4f}")

assert np.max(np.abs(curves["Ni first"] - curves["Cu first"])) < 1e-3
for i, t in enumerate(curve_times):
    print(f"Flux/steady flux at {t:.0f} s: Ni first {curves['Ni first'][i]:.4f},"
          f" Cu first {curves['Cu first'][i]:.4f}")

# A second bilayer with comparable resistances
A2, B2 = (100e-6, 1e-10, 0.02, 0, 0), (100e-6, 4e-10, 0.01, 0, 0)
for pair in ((A2, B2), (B2, A2)):
    assert abs(late_line(transient(make_cells(pair))[0])[1]
               / lag_formula(A2, B2) - 1) < 1e-3

# Smoothly mixed interface: D and K vary continuously
width = 10e-6
length = ni[0] + cu[0]


def graded(x):
    f = 0.5 * (1 + np.tanh((x - ni[0]) / width))
    return (ni[1]**(1 - f) * cu[1]**f, ni[2]**(1 - f) * cu[2]**f)


n = 250
x_mid = (np.arange(n) + 0.5) * length / n
D_g, K_g = graded(x_mid)
graded_cells = np.array([np.full(n, length / n), D_g, K_g, np.zeros(n), np.zeros(n)])
x_fine = np.linspace(0, length, 20001)
D_f, K_f = graded(x_fine)
res = cumulative_trapezoid(1 / (D_f * K_f), x_fine, initial=0)
W_f = 1 - res / res[-1]
lag_graded = res[-1] * np.trapezoid(K_f * W_f * (1 - W_f), x_fine) \
    if hasattr(np, "trapezoid") else res[-1] * np.trapz(K_f * W_f * (1 - W_f), x_fine)
lag_g = [late_line(transient(c)[0])[1] for c in (graded_cells, graded_cells[:, ::-1])]
assert max(abs(v / lag_graded - 1) for v in lag_g) < 2e-3
print(f"Mixed interface, tanh width {width*1e6:.0f} um: lag Ni side first"
      f" {lag_g[0]:.3f} s, Cu side first {lag_g[1]:.3f} s")

# Traps in nickel: weak ones size a neglected effect, deep ones break the symmetry
a_lattice = 0.352e-9
sites = 4 / (a_lattice**3 * N_A)
trap_fraction = 1e-5
print(f"Ni lattice sites {sites:.3e} mol/m3, largest filled fraction"
      f" {ni[2]*u0/sites:.2e}")
print(f"Trap sites per lattice site {trap_fraction:.0e}")
for energy in (0.3, 0.6):
    b_trap = ni[2] / sites * np.exp(energy * QE / (KB * T))
    ni_trap = ni[:3] + (trap_fraction * sites, b_trap)
    pairs = ((ni_trap, cu), (cu, ni_trap))
    trap_lags = [lag_storage(pair) for pair in pairs]
    for pair, value in zip(pairs, trap_lags):
        assert abs(late_line(transient(make_cells(pair))[0])[1] / value - 1) < 2e-3
    print(f"Traps {energy:.1f} eV: half filled at u {1/b_trap:.4g} Pa^0.5,"
          f" lag Ni first {trap_lags[0]:.3f} s, Cu first {trap_lags[1]:.3f} s")
    if energy == 0.3:
        assert max(abs(v / lag - 1) for v in trap_lags) < 0.02
    else:
        assert abs(trap_lags[0] - trap_lags[1]) > 0.1 * lag

# Finite surface rates and finite pumping speed
M_H2 = 2.016e-3
impingement = 1 / np.sqrt(2 * pi * M_H2 * GAS * T)
stick = {"Ni": 1e-2, "Cu": 1e-6}
area, pump_speed, T_pump = 1e-4, 1e-2, 300.0
a_pump = 2 * pump_speed / (area * GAS * T_pump)
print(f"Assumed sticking: Ni {stick['Ni']:.0e}, Cu {stick['Cu']:.0e};"
      f" pump {pump_speed*1e3:.0f} L/s at {T_pump:.0f} K, area {area*1e4:.0f} cm2")
for name, layers in orders.items():
    front, back = ("Ni", "Cu") if name == "Ni first" else ("Cu", "Ni")
    a_front = 2 * stick[front] * impingement
    a_back = 1 / (1 / (2 * stick[back] * impingement) + 1 / a_pump)
    flux, value = late_line(transient(make_cells(layers), a_in=a_front,
                                      a_out=a_back)[0])
    assert abs(value / lag - 1) < 0.02
    print(f"Finite surface rates, {name}: lag {value:.3f} s,"
          f" steady flux change {100*(flux/J_s-1):.3f} %")

print("success")
```

Running it gives:

```
Temperature 600 K, upstream pressure 100000 Pa, u0 316.23 Pa^0.5
Ni: thickness 200 um, D 2.50e-10 m2/s, K 2.00e-02 mol m-3 Pa-0.5
Ni: tau 160.000 s, resistance 4.0000e+07 m2 s Pa^0.5/mol, share 0.08759
Cu: thickness 50 um, D 4.00e-10 m2/s, K 3.00e-04 mol m-3 Pa-0.5
Cu: tau 6.250 s, resistance 4.1667e+08 m2 s Pa^0.5/mol, share 0.91241
Steady flux (H atoms) 6.9247e-07 mol m-2 s-1
Time lag from formula 76.553 s = 1.276 min
Single-layer lags: Ni 26.667 s, Cu 1.042 s, sum 27.708 s
Apparent D if read as one uniform slab 1.361e-10 m2/s
Ni first: transient lag 76.553 s, shift from 40 to 80 cells per layer -7.7e-04 s
Ni first: interface u/u0 0.91241, inventory 1.2117e-03 mol/m2
Ni first: inventory/flux 1749.79 s, inlet offset/flux 1673.24 s
Ni first: share leaving downstream from mid-Ni 0.0443
Cu first: transient lag 76.553 s, shift from 40 to 80 cells per layer -7.7e-04 s
Cu first: interface u/u0 0.08759, inventory 5.7977e-05 mol/m2
Cu first: inventory/flux 83.73 s, inlet offset/flux 7.17 s
Cu first: share leaving downstream from mid-Ni 0.9568
Flux/steady flux at 20 s: Ni first 0.0857, Cu first 0.0857
Flux/steady flux at 50 s: Ni first 0.4243, Cu first 0.4243
Flux/steady flux at 100 s: Ni first 0.7482, Cu first 0.7482
Flux/steady flux at 200 s: Ni first 0.9519, Cu first 0.9519
Mixed interface, tanh width 10 um: lag Ni side first 69.879 s, Cu side first 69.879 s
Ni lattice sites 1.523e+05 mol/m3, largest filled fraction 4.15e-05
Trap sites per lattice site 1e-05
Traps 0.3 eV: half filled at u 2.3e+04 Pa^0.5, lag Ni first 76.799 s, Cu first 76.802 s
Traps 0.6 eV: half filled at u 69.48 Pa^0.5, lag Ni first 92.171 s, Cu first 142.265 s
Assumed sticking: Ni 1e-02, Cu 1e-06; pump 10 L/s at 300 K, area 1 cm2
Finite surface rates, Ni first: lag 76.719 s, steady flux change -0.523 %
Finite surface rates, Cu first: lag 76.643 s, steady flux change -0.007 %
success
```
